# Electronic free energy and the balance of two metallic phases: a numerical check

```python
"""
Result under test: the electronic free energy of a metal at fixed electron
number is F - E0 = -(pi^2/6) N (kT)^2 when the density of states is smooth
near the Fermi level, and its difference between two phases can decide
which phase is stable.
N: density of states at the Fermi level, both spins, per eV per atom.
E0: ground-state energy. U: internal energy. S: entropy. kT: in eV.
Phase A has the low N, phase B the high N; differences are B minus A.
Energies are measured from the zero-temperature Fermi level.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import entr, expit

K_B = physical_constants["Boltzmann constant in eV/K"][0]
HARTREE = physical_constants["Hartree energy in eV"][0]
A2 = np.pi**2 / 6

# Gauss-Legendre panels on a band from -5 to 5 eV; one panel edge is at 0
edges = np.linspace(-5.0, 5.0, 201)
x_gl, w_gl = np.polynomial.legendre.leggauss(10)
half = 0.5 * np.diff(edges)
middle = 0.5 * (edges[1:] + edges[:-1])
energy = (middle[:, None] + half[:, None] * x_gl).ravel()
weight = (half[:, None] * w_gl).ravel()
filled = (energy < 0).astype(float)


def thermal(dos, kt):
    """Return mu, U-E0, TS and F-E0 from Fermi occupations."""
    states = weight * dos(energy)

    def excess(mu):
        return np.sum(states * (expit((mu - energy) / kt) - filled))

    mu = brentq(excess, -1.0, 1.0, xtol=1e-14)
    occ = expit((mu - energy) / kt)
    empty = expit((energy - mu) / kt)
    du = np.sum(states * energy * (occ - filled))
    ts = kt * np.sum(states * (entr(occ) + entr(empty)))
    return mu, du, ts, du - ts


def flat(n):
    return lambda e: n + 0.0 * e


def show(label, value, unit, digits=2):
    print(f"{label}: {value:.{digits}f} {unit}")


temperature = 1500.0
n_a, n_b = 0.5, 2.0
kt = K_B * temperature
show("temperature", temperature, "K", 0)
show("kT", 1e3 * kt, "meV")
show("N of phase A", n_a, "states/eV/atom", 1)
show("N of phase B", n_b, "states/eV/atom", 1)

# Flat density of states: occupations against the closed formula.
# The finite band edges contribute only about exp(-38).
f_flat = {}
for name, n in (("A", n_a), ("B", n_b)):
    mu, du, ts, df = thermal(flat(n), kt)
    x = A2 * n * kt**2
    assert abs(df + x) < 1e-9
    assert abs(du - x) < 1e-9 and abs(ts - 2 * x) < 1e-9
    assert abs(0.5 * (du + df)) < 1e-9
    f_flat[name] = df
    show(f"phase {name}, U-E0", 1e3 * du, "meV/atom")
    show(f"phase {name}, TS", 1e3 * ts, "meV/atom")
    show(f"phase {name}, F-E0", 1e3 * df, "meV/atom")
diff = f_flat["B"] - f_flat["A"]
show("electronic difference B-A", 1e3 * diff, "meV/atom")
show("the same difference", 1e3 * diff / HARTREE, "mhartree/atom", 3)
show("difference if N were per spin", 2e3 * diff, "meV/atom")
slope = (thermal(flat(n_b + 0.1), kt)[3] - f_flat["B"]) / 0.1
assert abs(slope + A2 * kt**2) < 1e-8
show("change of F per unit of N", 1e3 * slope, "meV/(state/eV)")
show("change of F_B for N_B 10% higher", 1e2 * slope * n_b, "meV/atom")

# Logarithmic integral and the width of the thermal window
whole = quad(lambda x: np.log1p(np.exp(-x)), 0, 60)[0]
inner = quad(lambda x: np.log1p(np.exp(-x)), 0, 3)[0]
assert abs(whole - np.pi**2 / 12) < 1e-8
show("integral of ln(1+exp(-x))", whole, "(no unit)", 6)
show("share of F from within 3kT of EF", 100 * inner / whole, "%", 1)
show("3kT", 3 * kt, "eV", 3)

# Sloped and curved density of states: shift of mu and fourth-order term.
# At this low kT the next order is below one percent of the fourth.
n0, n1, n2, kt_low = 2.0, 0.8, 0.4, 0.05
mu, du, ts, df = thermal(lambda e: n0 + n1 * e + 0.5 * n2 * e**2, kt_low)
measured = (df + A2 * n0 * kt_low**2) / kt_low**4
expected = np.pi**4 * (n1**2 / (72 * n0) - 7 * n2 / 360)
assert abs(measured / expected - 1) < 0.01
assert abs(mu / (-A2 * n1 / n0 * kt_low**2) - 1) < 0.02
show("fourth-order coefficient, occupations", measured, "eV^-3", 4)
show("fourth-order coefficient, formula", expected, "eV^-3", 4)

# Phonon frequency ratio with the same effect, tested on quantum
# oscillators; the tolerance covers their small non-classical part.
phonon = 0.025


def vibrational_difference(ratio, kt_now):
    """Three oscillators per atom; frequency of B is that of A / ratio."""
    s_a = np.sinh(phonon / (2 * kt_now))
    s_b = np.sinh(phonon / (2 * ratio * kt_now))
    return 3 * kt_now * np.log(s_b / s_a)


equal_ratio = np.exp(-diff / (3 * kt))
assert abs(vibrational_difference(equal_ratio, kt) / diff - 1) < 0.01
show("phonon energy of A in the test", 1e3 * phonon, "meV", 0)
show("equivalent frequency ratio A/B", equal_ratio, "(no unit)", 3)

# Phase balance for chosen round parameters
static, ratio = 0.060, 1.10
entropy = 3 * K_B * np.log(ratio)
curvature = A2 * K_B**2 * (n_b - n_a)
without = static - temperature * entropy
total = without + diff
t_without = static / entropy
t_with = (np.sqrt(entropy**2 + 4 * curvature * static) - entropy)
t_with /= 2 * curvature


def balance(t, electrons):
    value = static + vibrational_difference(ratio, K_B * t)
    if electrons:
        value += thermal(flat(n_b), K_B * t)[3]
        value -= thermal(flat(n_a), K_B * t)[3]
    return value


root_without = brentq(balance, 300, 4000, args=(False,))
root_with = brentq(balance, 300, 4000, args=(True,))
# Closed forms use classical vibrations, the roots quantum ones
assert abs(root_without / t_without - 1) < 0.005
assert abs(root_with / t_with - 1) < 0.005
assert balance(temperature, False) > 0 > balance(temperature, True)
assert without > 0 > total
show("static difference B-A", 1e3 * static, "meV/atom", 0)
show("chosen frequency ratio A/B", ratio, "(no unit)")
show("vibrational entropy difference", entropy / K_B, "k/atom", 4)
show("vibrational term at 1500 K", -1e3 * temperature * entropy, "meV/atom")
show("DeltaG at 1500 K without electrons", 1e3 * without, "meV/atom")
show("DeltaG at 1500 K with electrons", 1e3 * total, "meV/atom")
show("transition without electrons, formula", t_without, "K", 0)
show("transition without electrons, root", root_without, "K", 0)
show("transition with electrons, formula", t_with, "K", 0)
show("transition with electrons, root", root_with, "K", 0)
low = temperature * entropy
show("decisive static window, lower end", 1e3 * low, "meV/atom")
show("decisive static window, upper end", 1e3 * (low - diff), "meV/atom")

# Same N at the Fermi level, but a peak in B and a dip in A
step = n_b - n_a
previous = 0.0
for width in (0.1, 0.2, 0.5):
    def bump(e, s=width):
        return step * np.exp(-0.5 * (e / s)**2)

    f_peak = thermal(lambda e: n_a + bump(e), kt)[3]
    f_dip = thermal(lambda e: n_b - bump(e), kt)[3]
    kernel = kt * np.log1p(np.exp(-np.abs(energy) / kt))
    direct = -np.sum(weight * (n_a + bump(energy)) * kernel)
    assert abs(direct - f_peak) < 1e-9
    structured = f_peak - f_dip
    assert f_peak > f_flat["B"] and f_dip < f_flat["A"]
    assert previous < abs(structured) < abs(diff)
    previous = abs(structured)
    tag = f"Gaussian sigma {width:.1f} eV"
    show(f"{tag}, F of B with peak", 1e3 * f_peak, "meV/atom")
    show(f"{tag}, F of A with dip", 1e3 * f_dip, "meV/atom")
    show(f"{tag}, difference B-A", 1e3 * structured, "meV/atom")
    show(f"{tag}, DeltaG", 1e3 * (without + structured), "meV/atom")

# For the widest peak the fourth-order term must remove most of the error
fourth = 7 * np.pi**4 / 360 * step / width**2 * kt**4
error_second = abs(f_peak - f_flat["B"])
error_fourth = abs(f_peak - f_flat["B"] - fourth)
assert error_fourth < 0.5 * error_second
show("fourth-order term, widest peak", 1e3 * fourth, "meV/atom")

print("every check passed")
```

Running it gives:

```
temperature: 1500 K
kT: 129.26 meV
N of phase A: 0.5 states/eV/atom
N of phase B: 2.0 states/eV/atom
phase A, U-E0: 13.74 meV/atom
phase A, TS: 27.48 meV/atom
phase A, F-E0: -13.74 meV/atom
phase B, U-E0: 54.97 meV/atom
phase B, TS: 109.94 meV/atom
phase B, F-E0: -54.97 meV/atom
electronic difference B-A: -41.23 meV/atom
the same difference: -1.515 mhartree/atom
difference if N were per spin: -82.45 meV/atom
change of F per unit of N: -27.48 meV/(state/eV)
change of F_B for N_B 10% higher: -5.50 meV/atom
integral of ln(1+exp(-x)): 0.822467 (no unit)
share of F from within 3kT of EF: 94.0 %
3kT: 0.388 eV
fourth-order coefficient, occupations: -0.3250 eV^-3
fourth-order coefficient, formula: -0.3247 eV^-3
phonon energy of A in the test: 25 meV
equivalent frequency ratio A/B: 1.112 (no unit)
static difference B-A: 60 meV/atom
chosen frequency ratio A/B: 1.10 (no unit)
vibrational entropy difference: 0.2859 k/atom
vibrational term at 1500 K: -36.96 meV/atom
DeltaG at 1500 K without electrons: 23.04 meV/atom
DeltaG at 1500 K with electrons: -18.19 meV/atom
transition without electrons, formula: 2435 K
transition without electrons, root: 2432 K
transition with electrons, formula: 1258 K
transition with electrons, root: 1256 K
decisive static window, lower end: 36.96 meV/atom
decisive static window, upper end: 78.19 meV/atom
Gaussian sigma 0.1 eV, F of B with peak: -35.84 meV/atom
Gaussian sigma 0.1 eV, F of A with dip: -32.87 meV/atom
Gaussian sigma 0.1 eV, difference B-A: -2.96 meV/atom
Gaussian sigma 0.1 eV, DeltaG: 20.08 meV/atom
Gaussian sigma 0.2 eV, F of B with peak: -44.89 meV/atom
Gaussian sigma 0.2 eV, F of A with dip: -23.82 meV/atom
Gaussian sigma 0.2 eV, difference B-A: -21.06 meV/atom
Gaussian sigma 0.2 eV, DeltaG: 1.98 meV/atom
Gaussian sigma 0.5 eV, F of B with peak: -52.30 meV/atom
Gaussian sigma 0.5 eV, F of A with dip: -16.41 meV/atom
Gaussian sigma 0.5 eV, difference B-A: -35.89 meV/atom
Gaussian sigma 0.5 eV, DeltaG: -12.85 meV/atom
fourth-order term, widest peak: 3.17 meV/atom
every check passed
```
